# The Epstein zeta function, its functional equation and the jellium Madelung constant: verification in Python

```python
# Epstein zeta Z_L(s) = sum'_{R in L} |R|^-s of a lattice L (dimension d, cell volume V,
# dual lattice L* = {k: k.R integer}, G = 2 pi k).  xi_L(s) = pi^(-s/2) Gamma(s/2) Z_L(s).
# Under test: (A) theta-splitting continuation with split point tau,
# (B) xi_L(s) = xi_L*(d-s)/V, (C) in d=3 the energy per unit point charge in a uniform
# neutralising background is Z_L(1)/2 = -alpha/r_s (hartree atomic units), while the site
# potential of a finite crystal of neutral cubic cells is Z(1) + 2 pi <r^2>/(3V).
import numpy as np
import mpmath as mp
from scipy.special import erfc, rgamma, gamma
from scipy.integrate import quad
from scipy.constants import physical_constants
mp.mp.dps = 30
pi = np.pi
gl_x, gl_w = np.polynomial.legendre.leggauss(140)

def dual(A): return np.linalg.inv(A).T
def volume(A): return abs(np.linalg.det(A))

def norms2(A, rmax):
    nmax = np.ceil(rmax*np.linalg.norm(dual(A), axis=1)).astype(int)
    grids = np.meshgrid(*[np.arange(-n, n+1.0) for n in nmax], indexing='ij')
    pts = np.stack([g.ravel() for g in grids], axis=1) @ A
    r2 = np.einsum('ij,ij->i', pts, pts)
    return r2[(r2 > 1e-12) & (r2 <= rmax**2)]

def theta(A, t): return 1 + np.exp(-pi*t*norms2(A, np.sqrt(50/(pi*t)))).sum()

def upper_theta_integral(a, A, tau):
    # int_tau^inf t^(a-1) (theta(t)-1) dt with t = tau e^u
    r2 = norms2(A, np.sqrt(50/(pi*tau)))
    U = np.log(70/(pi*tau*r2.min()))
    t = tau*np.exp(U*(gl_x+1)/2)
    return (U/2*gl_w*t**a*np.exp(-pi*np.outer(t, r2)).sum(axis=1)).sum()

def zeta_split(A, s, tau=1.0):
    d, V = len(A), volume(A)
    part = (upper_theta_integral(s/2, A, tau) + upper_theta_integral((d-s)/2, dual(A), 1/tau)/V
            + 2*tau**((s-d)/2)/(V*(s-d)))
    return pi**(s/2)*(rgamma(s/2)*part - tau**(s/2)*rgamma(s/2+1))

def zeta_cutoff(A, s, R0=15.0, w=2.2):
    # d=3, no theta functions: smoothly cut sum plus continuum tail (integrated by parts);
    # neglected terms are of order exp(-G^2 w^2/4)
    r = np.sqrt(norms2(A, 2*R0))
    x = 6.5*gl_x
    tail = (6.5*gl_w*np.exp(-x*x)*(R0+w*x)**(3-s)).sum()/np.sqrt(pi)
    return (0.5*erfc((r-R0)/w)*r**(-s)).sum() + 4*pi/volume(A)*tail/(s-3)

def ewald(A, eta):
    V = volume(A)
    r = np.sqrt(norms2(A, 7/eta)); G2 = norms2(2*pi*dual(A), 14*eta)
    return (erfc(eta*r)/r).sum() + 4*pi/V*(np.exp(-G2/(4*eta**2))/G2).sum() - pi/(eta**2*V) - 2*eta/np.sqrt(pi)

sc = np.eye(3)
bcc = 0.5*np.array([[-1., 1, 1], [1, -1, 1], [1, 1, -1]])
fcc = 0.5*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
tri = np.array([[1., 0, 0], [0.3, 0.9, 0], [0.2, -0.25, 0.8]])
unit = lambda A: A/volume(A)**(1/3)

# integral kernels and Poisson identity
s0, R0, k0 = 2.6, 1.3, 0.7
assert abs(quad(lambda t: t**(s0/2-1)*np.exp(-pi*t*R0**2), 0, np.inf)[0] - pi**(-s0/2)*gamma(s0/2)*R0**-s0) < 1e-8
assert abs(quad(lambda t: t**-0.5*np.exp(-pi*t*R0**2-k0**2/(4*pi*t)), 0, np.inf)[0] - np.exp(-k0*R0)/R0) < 1e-8
assert abs(quad(lambda t: t**-2*np.exp(-k0**2/(4*pi*t)), 0, np.inf)[0] - 4*pi/k0**2) < 1e-6
for t in (0.3, 1.0, 2.5):
    assert abs(theta(tri, t) - theta(dual(tri), 1/t)/(volume(tri)*t**1.5)) < 1e-12
print(f"triclinic V = {volume(tri):.4f}; theta(0.3) = {theta(tri, 0.3):.10f}, dual side = {theta(dual(tri), 1/0.3)/(volume(tri)*0.3**1.5):.10f}")

# closed forms for the integer lattices in d = 1, 2, 4 (includes points next to the pole)
beta = lambda w: mp.power(4, -w)*(mp.zeta(w, mp.mpf(1)/4) - mp.zeta(w, mp.mpf(3)/4))
closed = {1: lambda s: 2*mp.zeta(s), 2: lambda s: 4*mp.zeta(s/2)*beta(s/2),
          4: lambda s: 8*(1-mp.power(4, 1-s/2))*mp.zeta(s/2)*mp.zeta(s/2-1)}
for d, f in closed.items():
    for s in (-2.5, 0.5+3j, 1.5, d+0.001):
        ref = complex(f(mp.mpmathify(s)))
        assert abs(zeta_split(np.eye(d), s, 0.8) - ref) < 1e-10*abs(ref)
    eps = mp.mpf('1e-10')
    assert abs(float(eps*f(d+eps)) - 2*pi**(d/2)/gamma(d/2)) < 1e-7
print(f"square lattice Z(1): split = {zeta_split(np.eye(2), 1.0):.10f}, 4 zeta beta = {float(closed[2](mp.mpf(1))):.10f}")

# incomplete-gamma form on sc
def gamma_sum(a, tau):
    n2, mult = np.unique(np.rint(norms2(sc, np.sqrt(45/(pi*tau)))).astype(int), return_counts=True)
    return sum(int(m)*(mp.pi*int(n))**(-a)*mp.gammainc(a, mp.pi*tau*int(n)) for n, m in zip(n2, mult))
s, tau = mp.mpc(0.5, 3), 1.3
xi = gamma_sum(s/2, tau) + gamma_sum((3-s)/2, 1/tau) + 2*mp.power(tau, (s-3)/2)/(s-3) - 2*mp.power(tau, s/2)/s
assert abs(complex(xi*mp.pi**(s/2)/mp.gamma(s/2)) - zeta_cutoff(sc, 0.5+3j)) < 1e-9

# split versus theta-free route, tau independence, special values, functional equation
V = volume(tri)
for s in (6.0, 4+2j, 1.0, 0.4+2j, -1.5):
    ref = zeta_cutoff(tri, s)
    for tau in (0.6, 1.0, 1.7):
        assert abs(zeta_split(tri, s, tau) - ref) < 1e-7   # cancellation in the cutoff sum at negative s
assert abs(zeta_cutoff(tri, 0.0) + 1) < 1e-9 and abs(zeta_cutoff(tri, -2.0)) < 1e-6
print(f"triclinic, cutoff route: Z(0) = {zeta_cutoff(tri, 0.0):.9f}, |Z(-2)| = {abs(zeta_cutoff(tri, -2.0)):.1e}")
xi_cut = lambda A, s: pi**(-s/2)*gamma(s/2)*zeta_cutoff(A, s)
for s in (1.0, -1.5, 0.4+2j):
    left, right = xi_cut(tri, s), xi_cut(dual(tri), 3-s)/V
    assert abs(left-right) < 1e-7
    print(f"triclinic s = {s}: xi(s) = {left:.8f}, xi*(3-s)/V = {right:.8f}")

# Ewald form and Yukawa limit with free fit coefficients
kap = np.arange(0.6, 1.81, 0.2)
design = np.stack([kap**p for p in (0, 1, 2, 4, 6, 8, 10)], axis=1)
alpha = {}
print("lattices below: sc, bcc, fcc scaled to V = 1; Z(1), M in 1/length, kappa in 1/length")
for name, A in (('sc', sc), ('bcc', unit(bcc)), ('fcc', unit(fcc)), ('tri', tri)):
    V = volume(A); Z1 = zeta_split(A, 1.0)
    for eta in (1.2, 2.4):
        assert abs(ewald(A, eta) - Z1) < 1e-11
    assert abs(zeta_cutoff(A, 1.0) - Z1) < 1e-10
    assert abs(zeta_cutoff(dual(A), 2.0)/(pi*V) - Z1) < 1e-10
    r = np.sqrt(norms2(A, 58.0))
    M = np.array([(np.exp(-k*r)/r).sum() - 4*pi/(V*k*k) for k in kap])
    c = np.linalg.solve(design, M)
    sumG4 = zeta_cutoff(dual(A), 4.0)/(2*pi)**4
    # tolerances set by the omitted kappa^12 term
    assert abs(c[0]-Z1) < 5e-6 and abs(c[1]-1) < 2e-5 and abs(c[2]+4*pi/V*sumG4) < 2e-5
    assert abs(zeta_cutoff(A, -1.0) + 8*pi/V*sumG4) < 1e-7
    alpha[name] = -Z1*(3*V/(4*pi))**(1/3)/2
    print(f"{name}: Z(1) = {Z1:.9f}, Yukawa limit = {c[0]:.6f}, alpha = {alpha[name]:.9f}")
    print(f"{name}: M(kappa=1) = {M[2]:.7f}, slope = {c[1]:.5f}, k^2 coeff = {c[2]:.5f}, Z(-1)/2 = {-4*pi/V*sumG4:.5f}")

# bare Coulomb, finite cubes of L^3 neutral sc cells (a = 1)
def octant(a, b, c):   # int over [0,a]x[0,b]x[0,c] of 1/r
    r = np.sqrt(a*a+b*b+c*c)
    f = lambda x, y, z: y*z*np.arcsinh(x/np.hypot(y, z)) - x*x/2*np.arctan(y*z/(x*r))
    return f(a, b, c) + f(b, c, a) + f(c, a, b)
h = lambda u, a: mp.sqrt(mp.pi)*mp.erf(u*a)/(2*u)
nodes = [0, 1, 2, 4, 8, 16, mp.inf]
assert abs(octant(0.5, 1.5, 2.5) - float(2/mp.sqrt(mp.pi)*mp.quad(lambda u: h(u, 0.5)*h(u, 1.5)*h(u, 2.5), nodes))) < 1e-12
cube_self = float(2/mp.sqrt(mp.pi)*mp.quad(lambda u: (2*h(u, 1) + mp.expm1(-u*u)/(u*u))**3, nodes))
print(f"unit cube: double integral of 1/r = {cube_self:.10f}, potential at centre = {8*octant(.5, .5, .5):.10f}")

def inverse_distance(n):
    X, Y, Z = np.meshgrid(n, n, n, indexing='ij')
    r = np.sqrt(X*X+Y*Y+Z*Z)
    return X, Y, Z, np.where(r > 0, 1/np.maximum(r, 0.5), 0.0)
def cube_energy(L):
    X, Y, Z, inv = inverse_distance(np.arange(-(L-1.0), L))
    pp = 0.5*((L-abs(X))*(L-abs(Y))*(L-abs(Z))*inv).sum()
    x = np.arange(L)+0.5
    return (pp - 8*octant(*np.meshgrid(x, x, x, indexing='ij')).sum() + 0.5*cube_self*L**5)/L**3
def cube_potential(L):
    return inverse_distance(np.arange(L)-(L-1.0)/2)[3].sum() - 8*octant(L/2, L/2, L/2)
Zsc = zeta_split(sc, 1.0)
Ls = np.array([12, 16, 20, 24]); E = np.array([cube_energy(L) for L in Ls])
Einf = np.linalg.solve(np.vander(1.0/Ls, increasing=True), E)[0]
assert abs(Einf - Zsc/2) < 5e-7   # remainder of order L^-6
for L, e in zip(Ls, E): print(f"finite cube L = {L}: E/N = {e:.8f} (1/a)")
print(f"E/N extrapolated = {Einf:.7f}, Z(1)/2 = {Zsc/2:.7f} (1/a)")
Lp = np.array([21, 31, 41]); P = np.array([cube_potential(L) for L in Lp])
Pinf = np.linalg.solve(np.vander(1.0/Lp**2, increasing=True), P)[0]
r2cell = 3*quad(lambda x: x*x, -0.5, 0.5)[0]
shift = 2*pi*r2cell/3
assert abs(Pinf - Zsc - shift) < 1e-8
print(f"central potential L = 1, 3: {cube_potential(1):.6f}, {cube_potential(3):.6f} (1/a)")
print(f"central potential L = 21, 31, 41: {P[0]:.8f}, {P[1]:.8f}, {P[2]:.8f} (1/a)")
print(f"extrapolated = {Pinf:.8f}; <r^2> = {r2cell:.4f} a^2, shift = {shift:.8f}, Z(1)+shift = {Zsc+shift:.8f} (1/a)")
print(f"half the finite-crystal potential = {Pinf/2:.7f} (1/a), not the energy")

# worked example: bcc, cube side a = 1
V, tau = volume(bcc), 2.0
eta = np.sqrt(pi*tau)
print(f"bcc example: a = 1, V = {V:.3f} a^3, tau = {tau} a^-2, eta = {eta:.6f} 1/a")
r2, m = np.unique(np.round(norms2(bcc, 3.0), 10), return_counts=True)
real = m*erfc(eta*np.sqrt(r2))/np.sqrt(r2)
for i in range(3): print(f"direct shell R^2 = {r2[i]:.2f} a^2, count {m[i]}, term {real[i]:.9f} 1/a")
k2, mk = np.unique(np.round(norms2(dual(bcc), 6.0), 10), return_counts=True)
rec = mk*np.exp(-pi*k2/tau)/(pi*k2*V)
for i in range(5): print(f"dual shell k^2 = {k2[i]:.0f} a^-2, count {mk[i]}, term {rec[i]:.9f} 1/a")
bg, selft = -1/(V*tau), -2*np.sqrt(tau)
Zb = real.sum() + rec.sum() + bg + selft
print(f"direct sum {real.sum():.9f}, dual sum {rec.sum():.9f} (1/a)")
print(f"background term {bg:.9f}, self term {selft:.9f} (1/a)")
rs_a = (3*V/(4*pi))**(1/3)
assert abs(Zb - zeta_cutoff(bcc, 1.0)) < 1e-9 and abs(-Zb*rs_a/2 - alpha['bcc']) < 1e-9
print(f"Z_bcc(1) = {Zb:.9f} 1/a, r_s/a = {rs_a:.9f}, alpha = {-Zb*rs_a/2:.9f}")
print(f"Z of dual fcc lattice at s = 2: {zeta_cutoff(dual(bcc), 2.0):.9f} a^2")
sphere = quad(lambda x: 3*x, 0, 1)[0] - quad(lambda x: 3*x**4, 0, 1)[0]
assert sphere > alpha['bcc'] > alpha['fcc'] > alpha['sc']
print(f"ion-sphere alpha = {sphere:.6f}; bcc minus fcc alpha = {alpha['bcc']-alpha['fcc']:.4e}")
Ha = physical_constants['Hartree energy in eV'][0]
rs = 100.0
print(f"r_s = {rs:.0f} bohr, bcc a = {rs/rs_a:.4f} bohr, 1 Ha = {Ha:.6f} eV")
for name in ('sc', 'bcc', 'fcc'):
    print(f"{name}: e = {-alpha[name]/rs:.9f} Ha = {-alpha[name]/rs*Ha*1e3:.4f} meV per particle")
dE = (alpha['bcc']-alpha['fcc'])/rs
print(f"e(fcc) - e(bcc) = {dE:.4e} Ha = {dE*Ha*1e3:.5f} meV")
print("finished without a failed check")
```

Output:

```
triclinic V = 0.7200; theta(0.3) = 8.4525626391, dual side = 8.4525626391
square lattice Z(1): split = -3.9002649200, 4 zeta beta = -3.9002649200
triclinic, cutoff route: Z(0) = -1.000000000, |Z(-2)| = 2.0e-08
triclinic s = 1.0: xi(s) = -3.19357012, xi*(3-s)/V = -3.19357012
triclinic s = -1.5: xi(s) = 0.88171542, xi*(3-s)/V = 0.88171549
triclinic s = (0.4+2j): xi(s) = -0.68625813+0.47278904j, xi*(3-s)/V = -0.68625813+0.47278904j
lattices below: sc, bcc, fcc scaled to V = 1; Z(1), M in 1/length, kappa in 1/length
sc: Z(1) = -2.837297479, Yukawa limit = -2.837297, alpha = 0.880059442
sc: M(kappa=1) = -1.9689148, slope = 1.00000, k^2 coeff = -0.13330, Z(-1)/2 = -0.13330
bcc: Z(1) = -2.888461503, Yukawa limit = -2.888461, alpha = 0.895929256
bcc: M(kappa=1) = -2.0157121, slope = 1.00000, k^2 coeff = -0.12870, Z(-1)/2 = -0.12870
fcc: Z(1) = -2.888282119, Yukawa limit = -2.888282, alpha = 0.895873615
fcc: M(kappa=1) = -2.0156046, slope = 1.00000, k^2 coeff = -0.12878, Z(-1)/2 = -0.12878
tri: Z(1) = -3.193570120, Yukawa limit = -3.193570, alpha = 0.887825790
tri: M(kappa=1) = -2.3098379, slope = 1.00000, k^2 coeff = -0.11740, Z(-1)/2 = -0.11740
unit cube: double integral of 1/r = 1.8823126444, potential at centre = 2.3800773640
finite cube L = 12: E/N = -1.42059856 (1/a)
finite cube L = 16: E/N = -1.42011576 (1/a)
finite cube L = 20: E/N = -1.41982459 (1/a)
finite cube L = 24: E/N = -1.41962986 (1/a)
E/N extrapolated = -1.4186487, Z(1)/2 = -1.4186487 (1/a)
central potential L = 1, 3: -2.380077, -2.316613 (1/a)
central potential L = 21, 31, 41: -2.31375689, -2.31372540, -2.31371397 (1/a)
extrapolated = -2.31369870; <r^2> = 0.2500 a^2, shift = 0.52359878, Z(1)+shift = -2.31369870 (1/a)
half the finite-crystal potential = -1.1568494 (1/a), not the energy
bcc example: a = 1, V = 0.500 a^3, tau = 2.0 a^-2, eta = 2.506628 1/a
direct shell R^2 = 0.75 a^2, count 8, term 0.019775218 1/a
direct shell R^2 = 1.00 a^2, count 6, term 0.002356504 1/a
direct shell R^2 = 2.00 a^2, count 12, term 0.000004541 1/a
dual shell k^2 = 2 a^-2, count 12, term 0.165065009 1/a
dual shell k^2 = 4 a^-2, count 6, term 0.001783276 1/a
dual shell k^2 = 6 a^-2, count 24, term 0.000205500 1/a
dual shell k^2 = 8 a^-2, count 12, term 0.000003330 1/a
dual shell k^2 = 10 a^-2, count 24, term 0.000000230 1/a
direct sum 0.022136327, dual sum 0.167057349 (1/a)
background term -1.000000000, self term -2.828427125 (1/a)
Z_bcc(1) = -3.639233450 1/a, r_s/a = 0.492372511, alpha = 0.895929256
Z of dual fcc lattice at s = 2: -5.716494535 a^2
ion-sphere alpha = 0.900000; bcc minus fcc alpha = 5.5640e-05
r_s = 100 bohr, bcc a = 203.0983 bohr, 1 Ha = 27.211386 eV
sc: e = -0.008800594 Ha = -239.4764 meV per particle
bcc: e = -0.008959293 Ha = -243.7948 meV per particle
fcc: e = -0.008958736 Ha = -243.7796 meV per particle
e(fcc) - e(bcc) = 5.5640e-07 Ha = 0.01514 meV
finished without a failed check
```
